\section*{Solving the radial Hartree--Fock equation with exchange as a fixed source, part 2}

A radial Hartree--Fock program evaluates exchange with the orbital $P_{\rm old}$ of the previous cycle and treats it as a fixed source $X=K'P_{\rm old}$. In the nitrogen example the target is 2s$\uparrow$, and $K'$ is its exchange with 1s$\uparrow$ and 2p$\uparrow$. Hartree atomic units are used ($1\,E_h = 27.211386$ eV). An orbital is $r^{-1}P(r)Y_{lm}$ with $P$ real, and $\langle A|B\rangle=\int_0^\infty A(r)B(r)\,dr$. The new orbital obeys
\begin{equation}
(h-\varepsilon)P=X,\qquad h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),\label{eq:inh}
\end{equation}
with $P(0)=P(\infty)=0$ and $V$ local. The bound levels of $h$ are $e_1<e_2<\dots<0$, with eigenfunctions $\varphi_k$ normalised and positive near the origin.

Smooth joining does not select $\varepsilon$, and $P$ cannot be rescaled at fixed $X$. The condition that fixes $\varepsilon$ is $N=\langle P|P\rangle=1$. With $P=\sum_ka_k\varphi_k$ (continuum included) and $c_k=\langle\varphi_k|X\rangle$,
\begin{equation}
a_k=c_kd_k,\qquad d_k=\frac1{e_k-\varepsilon},\qquad N(\varepsilon)=\sum_k\frac{c_k^2}{(e_k-\varepsilon)^2}.
\label{eq:N}
\end{equation}
At fixed $X$, $Q=\partial P/\partial\varepsilon$ obeys
\begin{equation}
(h-\varepsilon)Q=P,\qquad\text{so that}\qquad N'=2\langle P|Q\rangle,\qquad N''=6\langle Q|Q\rangle>0.
\label{eq:Q}
\end{equation}
Until Section~\ref{sec:missing} all $c_k$ are taken nonzero. There is then one root below $e_1$. Each gap $(e_k,e_{k+1})$ holds two roots, one tangent root or none; of two, the lower is on the falling branch of $N$ and the upper on the rising branch. A scaled source $\lambda X$ has norm $\lambda^2N$. For an exponentially decaying source and high levels of effective quantum number $\nu$, $\varphi\to\nu^{-3/2}f_0(r)$ and $c^2\to A/\nu^3$ with $A=\langle f_0|X\rangle^2$.

$K'$ is positive semidefinite: for any s function $\psi=r^{-1}PY_{00}$, with $\rho_{bm}=\psi_{bm}^*\psi$ and $\psi_{bm}$ the orbitals that enter $K'$,
\begin{equation}
\langle P|K'|P\rangle=\sum_{bm}\iint\frac{\rho_{bm}^*(\mathbf r)\rho_{bm}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\sum_{bm}\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde\rho_{bm}(\mathbf q)|^2\ge0.
\label{eq:Kpos}
\end{equation}

\section{The third fault: Newton's method on $N$}

When one pole dominates near the wanted root, as in the nitrogen example below, the model $N=c^2/x^2$ with $x=e_k-\varepsilon>0$ shows the behaviour. Its root is $x=|c|$. With $dN/dx=-2c^2/x^3$ the Newton step for $N-1$ is
\begin{equation}
x_{\rm new}=x-\frac{c^2/x^2-1}{-2c^2/x^3}=x+\frac x2\left(1-\frac{x^2}{c^2}\right)=\frac x2\left(3-\frac{x^2}{c^2}\right).
\end{equation}
Close to the pole, $x\ll|c|$, the distance only grows by a factor $3/2$ per step. Far from it, for $x>\sqrt3\,|c|$, the new $x$ is negative: the iterate has jumped over the pole. It may land in a gap that holds other roots, to which the iteration can then converge without warning, or in an empty gap, inside which it cannot converge. A long step can also carry it to positive energy, where the equation has in general no normalisable solution. A program working in a finite box still returns a norm there, but its value depends on the box and the search has lost its meaning. In the full problem a start on the far side of the minimum of $N$ is unsafe as well. If $N>1$ there, convexity makes the iteration converge monotonically to the wrong member of the pair; if $N<1$, the step overshoots that root and may leave the gap altogether. Bisection avoids the jump but needs a bracket, and $N-1$ has the same sign at both ends of a gap.

The model suggests the cure. The function $\psi=N^{-1/2}$ equals $x/|c|$ there, a straight line, and Newton's method on $\psi-1$ is exact in one step. In the general case
\begin{align}
\psi'&=-\tfrac12N^{-3/2}N',\\
\psi''&=\tfrac34N^{-5/2}N'^2-\tfrac12N^{-3/2}N''
=3N^{-5/2}\left[\langle P|Q\rangle^2-\langle P|P\rangle\langle Q|Q\rangle\right]\le0,
\label{eq:concave}
\end{align}
where \eqref{eq:Q} was inserted ($\frac34\cdot4=3$ and $\frac12\cdot6=3$) and the last step is the Cauchy--Schwarz inequality. So $\psi$ is concave on every pole-free interval. It falls to zero linearly at each pole, with slope $-1/|c_k|$ just below $e_k$ and $+1/|c_k|$ just above, since $\psi\approx|e_k-\varepsilon|/|c_k|$ there. The Newton step is
\begin{equation}
\varepsilon_{j+1}=\varepsilon_j+\frac{1-\psi_j}{\psi_j'}=\varepsilon_j+\frac{N^{-1/2}-1}{\frac12N^{-3/2}N'}=\varepsilon_j+\frac{2N\,(1-\sqrt N)}{N'}\bigg|_{\varepsilon_j}.
\label{eq:newton}
\end{equation}

Concavity gives a guarantee only with the right starting point. By \eqref{eq:N}, $N\ge c_k^2/(e_k-\varepsilon)^2$, which exceeds one whenever $|e_k-\varepsilon|<|c_k|$. No root lies within $|c_k|$ of $e_k$. For the root below $e_k$ start at $\varepsilon_0=e_k-|c_k|$. (The root above is the mirror image, with $\varepsilon_0=e_k+|c_k|$, the order of the energies reversed and $\psi'>0$; $\psi\le1$ holds as before.)

Suppose the root $\varepsilon_*$ on the rising branch of $N$ exists and is not a tangency. On $[\varepsilon_*,e_k)$ one has $\psi'<0$ and $\psi\le1$, and $\varepsilon_*\le\varepsilon_0<e_k$ by the exclusion just shown. Let $\varepsilon_j$ lie in this interval. Because $1-\psi_j\ge0$ and $\psi_j'<0$, \eqref{eq:newton} gives $\varepsilon_{j+1}\le\varepsilon_j$. A concave function lies below its tangent, so
\begin{equation}
1=\psi(\varepsilon_*)\le\psi_j+\psi_j'\,(\varepsilon_*-\varepsilon_j)
\quad\Longrightarrow\quad
\varepsilon_*-\varepsilon_j\le\frac{1-\psi_j}{\psi_j'}=\varepsilon_{j+1}-\varepsilon_j ,
\end{equation}
the inequality turning over on division by the negative $\psi_j'$ after $\psi_j$ is moved to the left. Thus $\varepsilon_*\le\varepsilon_{j+1}\le\varepsilon_j$. The sequence decreases, is bounded below and converges. Its steps tend to zero, and since concavity makes $\psi'$ a decreasing function, $|\psi'|\le1/|c_k|$ on this branch; each step is therefore at least $|c_k|(1-\psi_j)$ long, which forces $\psi_j\to1$. The limit is $\varepsilon_*$, the only root in the interval, and convergence is quadratic because $\psi'(\varepsilon_*)\ne0$.

The converse is as useful. If an iterate falls at or below $e_{k-1}$, or if $N'\le0$ is met, the root does not exist; and since roots in a gap come in pairs, the gap is empty. This verdict is reached in finitely many steps: if $\max\psi=\psi_m<1$, every step on the branch is at least $|c_k|(1-\psi_m)$ long. A gap close to tangency takes many steps. The search can also be slow far from tangency: next to a weak pole where the other poles alone give $N\approx1$, one has $\psi\approx x/\sqrt{c_k^2+x^2}$ with $x=|e_k-\varepsilon|$, and for $x\gg|c_k|$ each step lengthens $x$ by only a factor $3/2$.

\section{The fourth fault: nodes do not identify the root}

For the homogeneous equation the oscillation theorem ties the number of nodes to the level. Its proof rests on $P$ and $P'$ never vanishing together and on $P''$ being proportional to $P$, and the source destroys both properties. A simple mechanism shows the failure. For $\varepsilon$ near a deep level, and for $r$ outside the region where $\varphi_1$ lives, $|\varepsilon|$ is large compared with $V$ and with the kinetic term of a slowly varying function, so \eqref{eq:inh} reduces to $P\approx X/|\varepsilon|$. The tail has the sign of the source, whatever the sign of the inner part. The nitrogen example has a 1s-like root with one node and a positive initial slope, the same signature as the 2s orbital.

The reliable information is in the amplitudes. From \eqref{eq:N}, $\langle\varphi_k|P\rangle=c_k/(e_k-\varepsilon)$, so the two roots that flank $e_k$ carry $\varphi_k$ with opposite signs. The function $N$ cannot tell them apart, since it is unchanged under $X\to-X$, which sends $P\to-P$. The self-consistency condition can: the cycle has converged when $P=P_{\rm old}$, overlap $+1$. The rule is to take the root with the largest positive $\langle P|P_{\rm old}\rangle$.

In the normal situation this is the root below the pole. Write $P_{\rm old}=b\varphi_k+R$ with $b>0$ and $R\perp\varphi_k$. Then $c_k=b\langle\varphi_k|K'|\varphi_k\rangle+\langle\varphi_k|K'|R\rangle$. The first term is nonnegative by \eqref{eq:Kpos}, and the second is at most $\langle\varphi_k|K'|\varphi_k\rangle^{1/2}\langle R|K'|R\rangle^{1/2}$ in size, by Cauchy--Schwarz for the semidefinite form $K'$. When $R$ is small, $c_k>0$, and a positive amplitude requires $\varepsilon<e_k$: exchange lowers the level. The distance follows from separating the pole, $1=c_k^2/(e_k-\varepsilon)^2+N_{\rm rest}(\varepsilon)$, so that
\begin{equation}
|e_k-\varepsilon|=\frac{|c_k|}{\sqrt{1-N_{\rm rest}(\varepsilon)}},\qquad|\langle\varphi_k|P\rangle|=\sqrt{1-N_{\rm rest}(\varepsilon)} .
\label{eq:dist}
\end{equation}

The wrong choice does not announce itself. Hold $V$ and the other orbitals fixed and iterate $P_{\rm old}\to X\to P$. With the root below $e_k$ a fixed point obeys $(h-\varepsilon)P=K'P$, the Hartree--Fock equation $(h-K')P=\varepsilon P$, and projection on $P$ gives $\varepsilon=\langle P|h|P\rangle-\langle P|K'|P\rangle$. With the root above $e_k$ the solution is close to $-\varphi_k$. A program that restores the convention of a positive initial slope sets $P_{\rm new}=-P$, and then $(h-\varepsilon)(-P_{\rm new})=K'P_{\rm old}$. At a fixed point
\begin{equation}
(h+K')P=\varepsilon P ,
\end{equation}
an orbital with the right nodes, the right norm and a repulsive exchange interaction. The sign of the solution of \eqref{eq:inh} is information and must not be reset.

A variational rule might seem more principled. Consider $E[R]=\langle R|h|R\rangle-2\langle X|R\rangle$ on $\langle R|R\rangle=1$. Stationarity of $E-\varepsilon\langle R|R\rangle$ under $R\to R+\delta R$ gives $2\langle\delta R|hR-X-\varepsilon R\rangle=0$, which is \eqref{eq:inh}, so the roots are the stationary points. At a root $\langle P|h|P\rangle=\varepsilon+\langle X|P\rangle$, hence $E[P]=\varepsilon-\langle X|P\rangle$. For any normalised $R$, using $(h-\varepsilon)P=X$ twice,
\begin{align}
\langle R-P|h-\varepsilon|R-P\rangle&=\langle R|h|R\rangle-\varepsilon-2\langle R|X\rangle+\langle P|X\rangle\nonumber\\
&=E[R]-E[P].
\end{align}
For the root below $e_1$ the operator $h-\varepsilon$ is positive definite, so that root is the global minimum of $E$. Minimising $E$ therefore finds the right orbital for the lowest subshell of each $l$ in the normal situation $c_1>0$, and collapses onto a 1s-like function when 2s is wanted.

It can happen that the gap below the target level is empty. For a strong source a root below a lower pole may still consist mainly of the target function, so the search should be extended there first. If no root has the wanted character, the split has to be changed. Adding a local term $UP$ on the left and $UP_{\rm old}$ on the right leaves every fixed point unchanged, and a $U$ for which $UP_{\rm old}$ cancels much of $X$ weakens the source and can reopen the gap, although it also shifts the levels.

\section{A missing pole}\label{sec:missing}

If $c_k=0$ the function $N$ is smooth at $e_k$, and the gaps on either side merge into one convex interval. At $\varepsilon=e_k$ itself the projection of \eqref{eq:inh} on $\varphi_k$ reads $0\cdot a_k=0$, so $a_k$ is free. With $P_{\rm rest}=\sum_{j\neq k}c_j\varphi_j/(e_j-e_k)$, whose norm is $N(e_k)$, the functions
\begin{equation}
P=P_{\rm rest}\pm\sqrt{1-N(e_k)}\;\varphi_k,\qquad\varepsilon=e_k,
\label{eq:hard}
\end{equation}
are normalised solutions whenever $N(e_k)<1$, and no search for zeros of $N-1$ finds them. They are the limit $c_k\to0$ of \eqref{eq:dist}: the two flanking roots close in on $e_k$ while their amplitudes stay at $\pm\sqrt{1-N_{\rm rest}}$. A program must test $|c_k|$ against the numerical uncertainty of $e_k$ and switch to \eqref{eq:hard} when it is smaller.

Hydrogen with $X=re^{-\beta r}$, $\beta>0$, shows this exactly. The s functions are $\varphi_n=2n^{-5/2}\,r\,e^{-r/n}L^{1}_{n-1}(2r/n)$ with $e_n=-1/2n^2$; the norm follows from $\int_0^\infty x^2e^{-x}[L^1_{n-1}]^2dx=2n^2$ with $x=2r/n$, which gives $4n^{-5}(n/2)^3\,2n^2=1$. The generating function $\sum_mL^1_m(x)t^m=(1-t)^{-2}e^{-xt/(1-t)}$ and $\int_0^\infty re^{-sr}dr=s^{-2}$ give
\begin{equation}
\sum_mt^m\int_0^\infty re^{-pr}L^1_m(\kappa r)\,dr=\frac{1}{[p(1-t)+\kappa t]^2}=\frac1{p^2}\sum_m(m+1)\left(\frac{p-\kappa}{p}\right)^mt^m ,
\end{equation}
the last step being the series of $(1-z)^{-2}$. For $m=n-1$, $p=\beta+1/n$, $\kappa=2/n$ the integral is $I(\beta)=n(\beta-1/n)^{n-1}(\beta+1/n)^{-n-1}$. The overlap has one more power of $r$, supplied by $-d/d\beta$, so $c_n=-2n^{-5/2}I'(\beta)$. The product rule gives
\begin{align}
I'&=n\,\frac{(\beta-1/n)^{n-2}}{(\beta+1/n)^{n+2}}\left[(n-1)(\beta+\tfrac1n)-(n+1)(\beta-\tfrac1n)\right],
\end{align}
and the bracket is $(n\beta+1-\beta-\frac1n)-(n\beta-1+\beta-\frac1n)=2(1-\beta)$. Therefore
\begin{equation}
c_n=4n^{-3/2}(\beta-1)\frac{(\beta-1/n)^{n-2}}{(\beta+1/n)^{n+2}},\qquad n^{3/2}c_n\to4(\beta-1)\beta^{-4}e^{-2/\beta},
\label{eq:cn}
\end{equation}
the limit coming from $(1\mp1/n\beta)^{n}\to e^{\mp1/\beta}$. This is the law $c_n^2\to A/n^3$ in exact form. At $\beta=1$ the source is proportional to $\varphi_1$, all $c_n$ with $n\ge2$ vanish and $A=0$.

For the chosen value $\beta=1/3$ the factor $\beta-1/3$ makes $c_3=0$. The others are $c_1=4/(4/3)^3=1.68750$, $c_2=\sqrt2\,(-\frac23)/(5/6)^4=-1.95501$, $c_4=-0.05875$ and $c_5=-0.04606$ $E_h$. The limit is $-216\,e^{-6}=-0.53541$, so $A=0.28666$; the values at $n=10$ and $n=40$ are $-0.53446$ and $-0.53541$. Direct solution of the differential equation at $e_2\pm\delta$, $\delta=10^{-4}\,E_h$, gives $\delta^2N=3.82206\,E_h^2$, equal to $c_2^2$. At $e_3=-1/18\,E_h=-1.5117$ eV the norm is finite. The function $pe^{-r/3}$ with $p=\frac92r-3r^2$ solves the equation there, since $-\frac12p''+\frac13p'-p/r=3+(\frac32-2r)+(3r-\frac92)=r$. With $\int_0^\infty r^me^{-2r/3}dr=m!\,(3/2)^{m+1}$ its norm is $956.8125$ and its squared overlap with $\varphi_3$ is $136.6875$, so $N(e_3)=820.125$. The mean of the direct solves at $e_3\pm\delta$ is $820.130$, higher by $\frac12N''\delta^2\approx0.005$. Of $N(e_3)$ the $n=2$ term supplies $3.82206/(5/72)^2=792.5$. For $\lambda=1$ this exceeds one and \eqref{eq:hard} does not apply. For the chosen $\lambda=0.02$ the norm is $0.0004\times820.125=0.32805$, and the free amplitude is $\pm\sqrt{1-0.32805}=\pm0.8197$.

\section{All roots at once}

In an orthonormal basis of dimension $M$, with $h$ a symmetric matrix and $X$ a column, the rank-one identity $\det(S-XX^T)=\det S\,(1-X^TS^{-1}X)$ applied to $S=(h-\varepsilon)^2$ gives
\begin{equation}
\det\left[(h-\varepsilon)^2-XX^T\right]=\left[1-N(\varepsilon)\right]\prod_k(e_k-\varepsilon)^2 ,
\end{equation}
because $X^T(h-\varepsilon)^{-2}X=P^TP$. The identity itself follows from $S-XX^T=S(1-S^{-1}XX^T)$, where the second factor has the eigenvalue $1-X^TS^{-1}X$ on $S^{-1}X$ and the eigenvalue $1$ on all vectors orthogonal to $X$. At a true pole the double zero cancels the double pole and the determinant is nonzero; at a missing pole $e_k$ remains as a double zero whether or not \eqref{eq:hard} applies. The quadratic problem $(h-\varepsilon)^2z=XX^Tz$ becomes linear with $y=(h-\varepsilon)z$:
\begin{equation}
\begin{pmatrix}h&-1\\-XX^T&h\end{pmatrix}\begin{pmatrix}z\\y\end{pmatrix}=\varepsilon\begin{pmatrix}z\\y\end{pmatrix}.
\label{eq:double}
\end{equation}
The first row defines $y$ and the second is $(h-\varepsilon)y=XX^Tz$. The matrix is not symmetric. Its real eigenvalues are the roots together with any missing poles, and the remaining ones occur in complex conjugate pairs. A missing pole is a double eigenvalue, which rounding can split into a close pair, real or complex, so the test for a real eigenvalue needs a tolerance. The cost grows as $M^3$, too much for an inner loop, but the method needs no starting values and serves as an independent count.

Newton's method on $N^{-1/2}-1$, started at distance $|c_k|$ from a pole, converges monotonically to the adjacent root if it exists and is not a tangency, and the root to keep is the one with the largest positive overlap with the previous orbital. It remains to put the scheme on a grid and to test it on the 2s$\uparrow$ orbital of nitrogen.

Numerical values quoted here were computed with a short program.
